# Half-Integer Plateaus in the Differential Conductance of a Point Contact: test program

```python
"""Half-integer plateaus of differential conductance in a point contact.

Result under test: with reservoirs at mu_s = mu + b*eV, mu_d = mu - (1-b)*eV
and subband bottoms fixed, dI/dV = G0*[b*N(mu_s) + (1-b)*N(mu_d)], where
N(E) counts subband bottoms below E and G0 = 2e^2/h. For b = 1/2 and exactly
one bottom (number n+1) between mu_d and mu_s this is (n+1/2)*G0.
Energies are in meV, lengths in nm, bias in mV, conductance in units of G0,
and current in units of G0 * 1 mV. Saddle: hbar*omega_y sets the subband
spacing, hbar*omega_x the energy width of the transmission step.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# Rough typical values for a split-gate contact in GaAs
MASS_RATIO = 0.067
HW_Y = 3.0
HW_X = 1.0
BIAS = 2.0
TEMPERATURE = 0.3
DROP_LENGTH = 200.0
GATE_DISTANCE = 100.0
WIRE_RADIUS = 15.0
PERMITTIVITY = 12.9
SERIES_OHM = 200.0

G0 = 2 * const.e**2 / const.h
KB = const.k / const.e * 1e3
KT = KB * TEMPERATURE
HBAR2_OVER_M = const.hbar**2 / (MASS_RATIO * const.m_e) / const.e * 1e21
BOTTOMS = HW_Y * (np.arange(1, 8) - 0.5)
STEP = 0.002
ENERGY = np.arange(-8.0, 24.0, STEP)


def transmission(energy, hw_x=HW_X, shift=0.0):
    """Summed transmission of all subbands of the saddle."""
    return sum(expit(2 * np.pi * (energy - b - shift) / hw_x) for b in BOTTOMS)


def current(mu, bias, kt=KT, hw_x=HW_X, share=0.5, shift=lambda v: 0.0):
    """Landauer integral by quadrature."""
    f_s = expit((mu + share * bias - ENERGY) / kt)
    f_d = expit((mu - (1 - share) * bias - ENERGY) / kt)
    return np.sum(transmission(ENERGY, hw_x, shift(bias)) * (f_s - f_d)) * STEP


def conductance(mu, bias, h=0.002, **options):
    """dI/dV by central difference of the integrated current."""
    return (current(mu, bias + h, **options)
            - current(mu, bias - h, **options)) / (2 * h)


def thermal_mean(mu, kt=KT):
    """Transmission averaged with -df/dE."""
    f = expit((mu - ENERGY) / kt)
    return np.sum(transmission(ENERGY) * f * (1 - f) / kt) * STEP


# Transverse levels: diagonalize the oscillator on a grid
y = np.linspace(-8, 8, 1601)
dy = y[1] - y[0]
levels = eigh_tridiagonal(1 / dy**2 + y**2 / 2, -0.5 / dy**2 * np.ones(1600),
                          eigvals_only=True, select='i', select_range=(0, 3))
assert np.allclose(levels * HW_Y, BOTTOMS[:4], atol=2e-3)

# Current of filled states counted one by one on a long ring
ring = 1.0e6
k_ring = 2 * np.pi * np.arange(1, 40000) / ring


def ring_current(mu_s, mu_d, bottom):
    kinetic = HBAR2_OVER_M * k_ring**2 / 2 + bottom
    net = (kinetic < mu_s).astype(float) - (kinetic < mu_d)
    return 2 * np.pi / ring * np.sum(HBAR2_OVER_M * k_ring * net)


for bottom in BOTTOMS[:2]:
    expected = max(5.5 - bottom, 0) - max(3.5 - bottom, 0)
    assert abs(ring_current(5.5, 3.5, bottom) - expected) < 2e-3


def barrier_transmission(eps, x_far=15.0):
    """Integrate psi'' = -(x^2 + 2 eps) psi from the outgoing side."""
    k = np.sqrt(x_far**2 + 2 * eps)
    amp_slope = x_far / (2 * k**2)
    psi0 = 1 / np.sqrt(k) + 0j
    start = [psi0, (1j * k - amp_slope) * psi0]
    sol = solve_ivp(lambda x, p: [p[1], -(x * x + 2 * eps) * p[0]],
                    (x_far, -x_far), start, method='DOP853',
                    rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = (psi + (dpsi - amp_slope * psi) / (1j * k)) / 2
    return 1 / (k * abs(incoming)**2)


barrier_rows = []
for eps in (-0.3, 0.0, 0.2, 0.5):
    numeric = barrier_transmission(eps)
    assert abs(numeric - 1 / (1 + np.exp(-2 * np.pi * eps))) < 5e-4
    barrier_rows.append((eps, numeric))

# Derivative of the current against thermally averaged transmissions
for mu, bias, share in ((4.1, 2.0, 0.5), (5.3, 1.2, 0.3), (6.4, 3.7, 0.8)):
    formula = (share * thermal_mean(mu + share * bias)
               + (1 - share) * thermal_mean(mu - (1 - share) * bias))
    assert abs(conductance(mu, bias, share=share) - formula) < 2e-5

# Counting law in the sharp limit, including several bottoms in the window
sharp = dict(kt=0.005, hw_x=0.05)
rng = np.random.default_rng(4)
tested = 0
for mu, bias, share in zip(rng.uniform(1, 9, 60), rng.uniform(0.3, 5, 60),
                           rng.uniform(0.2, 0.8, 60)):
    for b in (0.5, share):
        ends = np.array([mu + b * bias, mu - (1 - b) * bias])
        if np.min(abs(ends[:, None] - BOTTOMS)) < 0.15:
            continue
        n_s, n_d = (ends[:, None] > BOTTOMS).sum(axis=1)
        value = conductance(mu, bias, share=b, **sharp)
        assert abs(value - b * n_s - (1 - b) * n_d) < 1e-5
        tested += 1
assert tested > 40

# Bottoms that follow the bias replace b by b - gamma
moved = conductance(4.6, BIAS, shift=lambda v: 0.1 * v, **sharp)
assert abs(moved - (1 + 0.5 - 0.1)) < 1e-5

# Flattening of the riser into a plateau
centre = BOTTOMS[1]


def gate_slope(bias, d=0.01, **options):
    return (conductance(centre + d, bias, **options)
            - conductance(centre - d, bias, **options)) / (2 * d)


flattening = gate_slope(BIAS, kt=0.005) / gate_slope(0.0, kt=0.005)
flat_formula = 1 / np.cosh(np.pi * BIAS / (2 * HW_X))**2
assert abs(flattening / flat_formula - 1) < 0.01

# I/V slopes where dI/dV is flat
ratio_low, ratio_high = [current(m, BIAS) / BIAS for m in (4.25, 4.75)]
diff_low, diff_high = [conductance(m, BIAS) for m in (4.25, 4.75)]
for m, r in ((4.25, ratio_low), (4.75, ratio_high)):
    assert abs(r - (1 + (m + BIAS / 2 - centre) / BIAS)) < 5e-3
assert abs(diff_high - diff_low) < 0.1 * (ratio_high - ratio_low)

# Uniform field across the saddle raises its top
curvature = HW_X**2 / HBAR2_OVER_M


def top_shift(bias):
    return (bias / DROP_LENGTH)**2 / (2 * curvature)


found = minimize_scalar(lambda x: curvature * x**2 / 2 + BIAS / DROP_LENGTH * x,
                        bounds=(-100, 100), method='bounded',
                        options={'xatol': 1e-7})
assert abs(-found.fun - top_shift(BIAS)) < 1e-8
field_loss = 2 * top_shift(BIAS) / BIAS
g_field = conductance(centre, BIAS, shift=top_shift)
# tolerance covers the residual tunnelling tails of the saddle
assert abs(g_field - (1.5 - field_loss)) < 3e-3

# Charging: bottoms rise with the electron density per length
cap_si = (2 * np.pi * PERMITTIVITY * const.epsilon_0
          / np.arccosh(GATE_DISTANCE / WIRE_RADIUS))
CAP = cap_si / const.e * 1e-12


def kinetic_parts(mu, u):
    return np.maximum(mu - BOTTOMS - u, 0.0)


def density(mu, bias, u):
    return sum(np.sum(np.sqrt(2 * kinetic_parts(m, u) / HBAR2_OVER_M))
               for m in (mu + bias / 2, mu - bias / 2)) / np.pi


def half_dos(mu):
    t = kinetic_parts(mu, 0.0)
    return np.sum(1 / (np.pi * np.sqrt(2 * HBAR2_OVER_M * t[t > 0])))


def charged_conductance(mu, h=1e-3):
    """Solve the self-consistent shift at two biases, difference the current."""
    n_ref = density(mu, BIAS, 0.0)
    flow = []
    for v in (BIAS + h, BIAS - h):
        u = brentq(lambda s: CAP * s - density(mu, v, s) + n_ref,
                   -0.4, 0.4, xtol=1e-13)
        flow.append(np.sum(kinetic_parts(mu + v / 2, u)
                           - kinetic_parts(mu - v / 2, u)))
    return (flow[0] - flow[1]) / (2 * h)


charge_rows = []
for n in range(3):
    mu = BOTTOMS[n]
    d_r, d_l = half_dos(mu + BIAS / 2), half_dos(mu - BIAS / 2)
    rise = 0.5 * (d_r - d_l) / (d_r + d_l + CAP)
    g_charged = charged_conductance(mu)
    assert abs(g_charged - (n + 0.5 - rise)) < 1e-5
    charge_rows.append((n, rise, g_charged))

g_half = conductance(centre, BIAS)
assert abs(g_half - 1.5) < 1e-4
g_series = g_half / (1 + g_half * G0 * SERIES_OHM)
g_two = conductance(6.0, 4.0)
assert abs(g_two - 2.0) < 1e-3

print(f"G0 = 2e^2/h: {G0*1e6:.3f} uS")
print(f"effective mass: {MASS_RATIO} electron masses")
print(f"hbar omega_y: {HW_Y} meV; hbar omega_x: {HW_X} meV")
print(f"bottoms E1, E2, E3: {BOTTOMS[0]}, {BOTTOMS[1]}, {BOTTOMS[2]} meV")
print(f"bias: {BIAS} mV; temperature: {TEMPERATURE} K; kT: {KT:.4f} meV")
print(f"hbar omega_x/(2 pi): {HW_X/(2*np.pi):.4f} meV")
print(f"half-plateau width: {BIAS:.1f} meV; integer: {HW_Y-BIAS:.1f} meV")
for eps, t in barrier_rows:
    print(f"barrier integration, eps = {eps:+.1f}: T = {t:.4f}")
print("mean mu (meV), dI/dV at 0 mV and at 2 mV (units of G0):")
for m in np.arange(2.5, 6.51, 0.5):
    print(f"  {m:.1f}  {conductance(m, 0.0):.4f}  {conductance(m, BIAS):.4f}")
print(f"half plateau n=1, centre: {g_half:.4f} G0 = {g_half*G0*1e6:.2f} uS")
g_first = conductance(BOTTOMS[0], BIAS)
print(f"half plateau n=0, centre: {g_first:.4f} G0 = {g_first*G0*1e6:.2f} uS")
print(f"current at mu = E2: {current(centre, BIAS)*G0*1e6:.1f} nA")
print(f"slope ratio 2 mV / 0 mV: {flattening:.5f}; sech^2: {flat_formula:.5f}")
print(f"mu = 4.25 meV: I/V {ratio_low:.4f} G0, dI/dV {diff_low:.4f} G0")
print(f"mu = 4.75 meV: I/V {ratio_high:.4f} G0, dI/dV {diff_high:.4f} G0")
print(f"two bottoms in window (mu 6 meV, 4 mV): {g_two:.4f} G0")
print(f"bottoms moving by 0.1 eV_bias, sharp limit: {moved:.4f} G0")
warm = [conductance(m, BIAS, kt=KB * 4.2) for m in (4.0, 5.0)]
print(f"kT at 4.2 K: {KB*4.2:.4f} meV")
print(f"dI/dV at 4.2 K, mu = 4.0 and 5.0 meV: {warm[0]:.4f}, {warm[1]:.4f} G0")
print("Neglected effects, each alone:")
print(f"gate distance {GATE_DISTANCE:.0f} nm, wire radius {WIRE_RADIUS:.0f} nm")
print(f"relative permittivity: {PERMITTIVITY}; C: {cap_si*1e12:.1f} pF/m")
for n, rise, g in charge_rows:
    print(f"charging n={n}: dU/d(eV) = {rise:.3f}, dI/dV = {g:.3f} G0")
print(f"bias drop length: {DROP_LENGTH:.0f} nm")
print(f"saddle top raised by field: {top_shift(BIAS):.4f} meV")
print(f"field: loss {field_loss:.4f} G0, dI/dV (n=1) {g_field:.4f} G0")
print(f"series {SERIES_OHM:.0f} ohm: dI/dV (n=1) {g_series:.4f} G0")
print("ALL CHECKS PASSED")
```

Printed output:

```
G0 = 2e^2/h: 77.481 uS
effective mass: 0.067 electron masses
hbar omega_y: 3.0 meV; hbar omega_x: 1.0 meV
bottoms E1, E2, E3: 1.5, 4.5, 7.5 meV
bias: 2.0 mV; temperature: 0.3 K; kT: 0.0259 meV
hbar omega_x/(2 pi): 0.1592 meV
half-plateau width: 2.0 meV; integer: 1.0 meV
barrier integration, eps = -0.3: T = 0.1318
barrier integration, eps = +0.0: T = 0.5000
barrier integration, eps = +0.2: T = 0.7784
barrier integration, eps = +0.5: T = 0.9586
mean mu (meV), dI/dV at 0 mV and at 2 mV (units of G0):
  2.5  0.9981  0.7510
  3.0  1.0000  1.0000
  3.5  1.0019  1.2490
  4.0  1.0430  1.4785
  4.5  1.5000  1.5000
  5.0  1.9570  1.5215
  5.5  1.9981  1.7510
  6.0  2.0000  2.0000
  6.5  2.0019  2.2490
half plateau n=1, centre: 1.5000 G0 = 116.22 uS
half plateau n=0, centre: 0.5000 G0 = 38.74 uS
current at mu = E2: 232.4 nA
slope ratio 2 mV / 0 mV: 0.00748; sech^2: 0.00744
mu = 4.25 meV: I/V 1.3757 G0, dI/dV 1.4955 G0
mu = 4.75 meV: I/V 1.6243 G0, dI/dV 1.5045 G0
two bottoms in window (mu 6 meV, 4 mV): 2.0000 G0
bottoms moving by 0.1 eV_bias, sharp limit: 1.4000 G0
kT at 4.2 K: 0.3619 meV
dI/dV at 4.2 K, mu = 4.0 and 5.0 meV: 1.3876, 1.6124 G0
Neglected effects, each alone:
gate distance 100 nm, wire radius 15 nm
relative permittivity: 12.9; C: 277.7 pF/m
charging n=0: dU/d(eV) = 0.397, dI/dV = 0.103 G0
charging n=1: dU/d(eV) = 0.161, dI/dV = 1.339 G0
charging n=2: dU/d(eV) = 0.110, dI/dV = 2.390 G0
bias drop length: 200 nm
saddle top raised by field: 0.0569 meV
field: loss 0.0569 G0, dI/dV (n=1) 1.4427 G0
series 200 ohm: dI/dV (n=1) 1.4659 G0
ALL CHECKS PASSED
```
